# Berry pseudorotation of a labelled MX5 molecule: isomers, transition states, exits

**Setting.** A molecule MX5 has a trigonal-bipyramidal equilibrium shape: two axial ligands on a line through M, and three equatorial ligands at 120° to one another in the perpendicular plane. The ligands carry the labels 1 to 5 but are otherwise equivalent. Two arrangements are the same isomer if a proper rotation turns one into the other; mirror images count as different.

In a Berry pseudorotation one equatorial ligand, the pivot, stays in place. The two axial ligands bend away from it until they are equatorial, while the other two equatorial ligands open out until they are axial. Halfway lies a square pyramid with the pivot at its apex. Assume that this pyramid is the transition state, a first-order saddle of the energy. Counting cannot establish that assumption.

## Part (a)

**Question.** How many labelled bipyramids and square pyramids are there? What are the numbers if mirror images are identified?

**Answer.** Five labels can be placed on five fixed sites in $5!=120$ ways. The proper rotations of the bipyramid are the identity, two threefold rotations and three twofold rotations, six in all. Those of the square pyramid are the four rotations about its axis.

Every rotation other than the identity moves some ligand to another site. Since all labels differ, it changes the labelling. Each bipyramid therefore appears exactly 6 times among the 120 labellings, and each pyramid 4 times:

$$N_{\rm TBP}=\frac{120}{6}=20,\qquad N_{\rm SP}=\frac{120}{4}=30 .$$

Reflections and other improper operations double the groups to 12 and 8 elements. These too move at least one ligand unless they are the identity, so identifying mirror images leaves $120/12=10$ bipyramids and $120/8=15$ pyramids.

## Part (b)

**Question.** Find a short name for each isomer that also distinguishes mirror images.

**Answer.** Write an isomer as $(a,b;c,d,e)$, where $a,b$ are axial and $c,d,e$ run anticlockwise as seen from $a$. The same isomer has six such descriptions, related by two kinds of rotation:

- A threefold rotation gives $(a,b;d,e,c)$. A cycle of three labels is two transpositions, hence even.
- A twofold rotation about M–$c$ gives $(b,a;c,e,d)$. This is also two transpositions.

All six descriptions thus have the same sign $\sigma$ as permutations of 12345. For a given axial pair there are $2!\,3!=12$ ordered descriptions, six even and six odd, so there are two isomers, one of each sign. The name $(A,\sigma)$, with $A$ the axial pair, is unique, and $10\times2=20$ agrees with part (a).

Reflection in the equatorial plane exchanges $a$ and $b$ alone. It keeps $A$ and reverses $\sigma$, so $12+$ and $12-$ are mirror images.

## Part (c)

**Question.** Derive the effect of one Berry step. How many exits has each isomer, and how many isomers meet at each pyramid? List the exits.

**Answer.** Put the pivot $c$ on $+z$, with $a$ and $b$ in the $xz$ plane on the $+x$ and $-x$ sides, and $d$ and $e$ in the $yz$ plane on the $-y$ and $+y$ sides. Seen from $a$, with $z$ upwards, $+y$ is on the right, so $c,d,e$ is indeed anticlockwise.

Let $q$ run from 0 to 1. The angles to the pivot are

$$\theta_a=\theta_b=90^\circ+30^\circ q,\qquad \theta_d=\theta_e=120^\circ-30^\circ q .$$

They are equal when $60^\circ q=30^\circ$, that is, at $q=1/2$ and $105^\circ$. With equal basal bond lengths this is a square pyramid. Bond lengths and the common angle may relax without changing the symmetry or the count.

At $q=1$, $d$ and $e$ are axial. Seen from $e$, with $z$ upwards, $+x$ is on the left, so the anticlockwise order is $c,a,b$:

$$(a,b;c,d,e)\longrightarrow(e,d;c,a,b).$$

Position 1 receives the label from position 5, position 5 that from 2, position 2 that from 4, and position 4 that from 1. This cycle of four is three transpositions, hence odd. The rule is

$$(A,\sigma)\longrightarrow(D,-\sigma),$$

where $D$ is the equatorial pair without the pivot, and so has no label in common with $A$.

Any of three equatorial ligands can be the pivot. Each choice gives a different apex and a different new axial pair, so there are **three exits** per isomer. Conversely, a pyramid has two pairs of opposite basal ligands. Either pair can straighten to become axial, so each pyramid joins exactly two isomers. Counting the connections from both ends gives

$$20\times3=60=30\times2 .$$

Ten rows of exits, with the pivot in brackets, are:

| Isomer | Exits |
|---|---|
| 12+ | 45− (3), 35− (4), 34− (5) |
| 13+ | 45− (2), 25− (4), 24− (5) |
| 14+ | 35− (2), 25− (3), 23− (5) |
| 15+ | 34− (2), 24− (3), 23− (4) |
| 23+ | 45− (1), 15− (4), 14− (5) |
| 24+ | 35− (1), 15− (3), 13− (5) |
| 25+ | 34− (1), 14− (3), 13− (4) |
| 34+ | 25− (1), 15− (2), 12− (5) |
| 35+ | 24− (1), 14− (2), 12− (4) |
| 45+ | 23− (1), 13− (2), 12− (3) |

Reflecting every path reverses all signs and gives the other ten rows. Each step changes the sign, so each of the 30 pyramids joins one "+" to one "−" isomer and appears once in this table.

If two ligands are identical, the counts change. Exchanging their labels is one transposition. No proper rotation of either figure is a single transposition, so labellings of distinct figures merge in pairs, leaving 10 bipyramids and 15 pyramids.

## Part (d)

**Question.** What is the smallest number of steps to the mirror image? If each exit is equally likely, what is the mean number of steps before its first visit?

**Answer.** The mirror image has the same axial pair and the opposite sign, so the number of steps is odd. One step is impossible, because successive pairs share no label. Three steps would need three mutually disjoint pairs, hence six labels. Five suffice:

$$12+\to34-\to15+\to23-\to45+\to12- .$$

Now sort the isomers by distance from $12+$. The pairs disjoint from 12, with sign "−", are at distance 1. Pairs sharing one label with 12 are at distance 2 for "+" and 3 for "−". Disjoint pairs with "+" are at distance 4, and $12-$ is at distance 5. The shells contain $1,3,6,6,3,1$ isomers.

From shells 1, 2, 3 and 4, the numbers of exits leading back are $\beta_i=1,1,2,2$, as the rows for $45-$, $13+$, $25-$ and $34+$ show. The remaining exits lead outwards. Let $h_i$ be the mean number of steps from shell $i$ to the first arrival in shell $i+1$. One step is always made; with probability $\beta_i/3$ it leads back and the lost ground must be recovered:

$$h_i=1+\frac{\beta_i}{3}(h_{i-1}+h_i)
\quad\Rightarrow\quad h_i=\frac{3+\beta_i h_{i-1}}{3-\beta_i}.$$

Starting from $h_0=1$, this gives $h_1=2$, $h_2=5/2$, $h_3=8$ and $h_4=19$. The mean is their sum, **32.5 steps**, far above the minimum of five because most outward progress is lost again.

## Part (e)

**Question.** Let every exit have the same rate $k$, with no memory between steps. Find the probability that an initially axial ligand is axial at time $t$, and the probabilities of the initial isomer and its mirror image.

**Answer.** An axial ligand becomes equatorial at every step, at rate $3k$. An equatorial ligand becomes axial unless it is the pivot, at rate $2k$. Thus

$$\dot P=-3kP+2k(1-P)=2k-5kP,\qquad P(t)=\tfrac25+\tfrac35e^{-5kt}.$$

For the isomers, define for each pair $s_A=p_{A+}+p_{A-}$ and $d_A=p_{A+}-p_{A-}$. Let $M$ be the $10\times10$ matrix with entry 1 for disjoint pairs and 0 otherwise. Since each step reverses the sign,

$$\dot s=k(M-3)s,\qquad \dot d=-k(M+3)d .$$

An entry of $M^2$ counts the pairs disjoint from both given pairs. It is 3 for equal pairs, 0 for disjoint pairs and 1 for pairs sharing one label. With $J$ the matrix of ones,

$$M^2=3I+(J-I-M)\quad\Rightarrow\quad M^2+M-2I=J .$$

The uniform vector has eigenvalue 3. On vectors of zero sum $J$ vanishes, so $\lambda^2+\lambda-2=0$ and $\lambda=1$ or $-2$. Their multiplicities satisfy $m_1+m_{-2}=9$ and, from the zero trace, $3+m_1-2m_{-2}=0$. Hence $m_1=5$ and $m_{-2}=4$.

All pairs are equivalent, so a diagonal element of a function of $M$ is one tenth of its trace. Starting from one isomer, $s_A(0)=d_A(0)=1$, and $p_\pm=(s_A\pm d_A)/2$ gives

$$p_\pm=\frac{1+5e^{-2kt}+4e^{-5kt}\pm\left(e^{-6kt}+5e^{-4kt}+4e^{-kt}\right)}{20}.$$

The upper sign is the initial isomer, the lower its mirror image. At $t=0$ they are 1 and 0; at long times both tend to $1/20$. At short times the mirror image is reached by $3\cdot2\cdot2\cdot1\cdot1=12$ five-step routes, so $p_-\simeq12(kt)^5/5!=(kt)^5/10$.

## Part (f)

**Question.** Evaluate the rates for such a molecule in an inert liquid at 300 K, with barrier $E_0=0.20$ eV and $k=\nu e^{-E_0/k_BT}$, $\nu=10^{12}\ {\rm s^{-1}}$. How reliable are they?

**Answer.** Here $k_BT=0.02585$ eV and $E_0/k_BT=7.736$, so

$$k=10^{12}e^{-7.736}\ {\rm s^{-1}}=4.37\times10^8\ {\rm s^{-1}}.$$

An isomer lives $1/(3k)=0.76$ ns on average. Axial–equatorial exchange relaxes in $1/(5k)=0.46$ ns, and the slowest mode in $1/k=2.3$ ns. The mean time to the mirror image is $32.5\times0.763=24.8$ ns. At 1 ns, $kt=0.437$: the initial isomer has probability 0.35 and its mirror image 0.0005, while an initially axial ligand is axial with probability 0.47, already near 0.40. The axial probability relaxes at rate $5k$, whereas the difference between the probabilities of the initial isomer and its mirror image contains a part that decays only at rate $k$.

One doubtful assumption is the absence of memory. A molecule that has just crossed is hot and may cross again before cooling. To estimate this, take $s$ effective classical oscillators, with thermal energy distribution $f(E)\propto E^{s-1}e^{-E/k_BT}$ and

$$k(E)=\nu(1-E_0/E)^{s-1}\quad(E>E_0).$$

Its thermal average is $k$: the factor $E^{s-1}$ cancels, and shifting $E$ by $E_0$ leaves $\nu e^{-E_0/k_BT}$. Let collisions restore the thermal distribution at rate $1/\tau$. For a mode with ideal decay rate $\ell k$, amplitude $g(E)$ and total $G=\int g\,dE$,

$$\dot g=\frac{fG-g}{\tau}-\ell k(E)g .$$

For $\ell k\tau\ll1$, $\dot g$ is negligible beside the cooling term, so $g\simeq fG/[1+\ell k(E)\tau]$. Integrating the equation over energy cancels the collision terms, and the actual decay rate is

$$\Lambda_\ell\simeq\left\langle\frac{\ell k(E)}{1+\ell k(E)\tau}\right\rangle .$$

It tends to $\ell k$ for fast cooling. For $\tau=10$ ps, the lowest eigenvalue of the full equation on an energy grid gives $\Lambda_\ell/(\ell k)$ as follows:

| $s$ | $\ell=1$ | $\ell=5$ |
|---|---|---|
| 4 | 0.74 | 0.42 |
| 6 | 0.85 | 0.60 |

In this model the ideal formulas therefore overestimate the speed of relaxation, more strongly for axial–equatorial exchange ($\ell=5$) than for the slowest mode ($\ell=1$). Both $s$ and $\tau$ are rough choices, so the table shows a sensitivity, not a correction to be applied. The model also keeps the three exits equally likely after every hop, and so leaves out any memory of the direction of motion.

Raising the barrier by 0.02 eV multiplies $k$ by 0.46. Tunnelling matters little: for a parabolic barrier of quantum 0.01 eV, numerical averaging of the transmission over thermal energies raises $k$ by 0.6%. A barrier error of 0.02 eV changes a relaxation time by about a factor of two, and the hot hops in the table lengthen it by a factor between 1.2 and 2.4; the two effects can compound. These hot-hop factors apply to the relaxation times only: in the same model the mean time to the first visit of the mirror image grows by just 2 to 4%. The times above are thus order-of-magnitude estimates, even if the mechanism is right.

The parameters are roughly in the regime of small pentafluorides such as PF5, whose identical ligands make the labels a bookkeeping device. In a real molecule with different ligands, the isomers have unequal energies and barriers; the 0.02 eV shift shows how strongly one exit rate can respond. Some of the 20 arrangements may then cease to be minima, and the count of accessible isomers fails. In a dilute vapour cooling is slower than assumed here, and the reduction is much stronger: for $\tau=100$ ps the four ratios in the table fall to between 0.1 and 0.5, and they keep falling as $\tau$ grows.

Numbers in the example were calculated in double precision.
